\section*{Spin-polarized tunnelling and the vacuum decay of magnetic and atomic patterns, part 3}

A magnetic tip faces a magnetic sample across a flat, spin-independent gap. The results below are now applied to an exactly solvable surface. Hartree atomic units are used, with the vacuum level at zero energy and $z$ pointing from sample to tip. At the Fermi level $E=-\phi$, with $\phi$ the work function, and $\kappa_0=\sqrt{2\phi}$.

A tip state is $\psi_\nu=C_\nu\chi_\nu g$, with unit spinor $\chi_\nu$, $g=e^{-\kappa_0u}/u$ and $u$ the distance from the apex centre $\mathbf R$. Its matrix element with a sample spinor $\psi_\mu$, on a plane $\Sigma$ in the gap, is
\begin{equation}
M_{\nu\mu}=-\tfrac12\int_\Sigma\Big(\psi_\nu^\dagger\,\partial_z\psi_\mu-\partial_z\psi_\nu^\dagger\,\psi_\mu\Big)dS .
\label{bardeen}
\end{equation}
\begin{equation}
M_{\nu\mu}=2\pi\,C_\nu^*\,\chi_\nu^\dagger\psi_\mu(\mathbf R).
\label{Ms}
\end{equation}
At one energy $|M_{\nu\mu}|^2$ sums to $2\pi^2(n_Tn_S+\mathbf m_T\cdot\mathbf m_S)$, with $n$ the densities of states and $\mathbf m$ the magnetizations (tip: weighted with $|C_\nu|^2$). The conductance is $4\pi^3n_T[n_S+P_T\,\mathbf e_T\cdot\mathbf m_S]$, with tip polarization $P_T$ along $\mathbf e_T$.

The lateral Fourier components of $\rho_S=\tfrac12(n_S+\mathbf m_S\cdot\boldsymbol\sigma)$, with Pauli matrices $\boldsymbol\sigma$, are
\begin{equation}
\rho_{\mathbf D}(z)=\int\frac{d^2q}{(2\pi)^2}\,A(\mathbf q+\mathbf D,\mathbf q)\,e^{-[\kappa(\mathbf q)+\kappa(\mathbf q+\mathbf D)]z},\qquad
A(\mathbf q',\mathbf q)=\sum_jc_j(\mathbf q')c_j^\dagger(\mathbf q)\,\delta(E-E_{\mathbf kj}).
\label{rhoD}
\end{equation}
Here $c_j(\mathbf q)$ are plane-wave spinor coefficients and $\kappa(\mathbf q)=\sqrt{\kappa_0^2+q^2}$. The exponent $f(\mathbf q)=\kappa(\mathbf q)+\kappa(\mathbf q+\mathbf D)$ obeys
\begin{equation}
f(\mathbf q)\ge\sqrt{D^2+4\kappa_0^2}=2K_D,\qquad K_D=\sqrt{\kappa_0^2+D^2/4}.
\label{KD}
\end{equation}
Near the saddle point, $\mathbf q=-\mathbf D/2+\mathbf p$, with $K=K_D$,
\begin{equation}
f=2K+\frac{p_\perp^2}{K}+p_\parallel^2\,\frac{K^2-D^2/4}{K^3}=2K+\frac{p_\perp^2}{K}+\frac{\kappa_0^2}{K^3}\,p_\parallel^2 .
\label{curv}
\end{equation}
If $A$ is smooth there, with nonzero value $A_{\mathbf D}$,
\begin{equation}
\rho_{\mathbf D}(z)=A_{\mathbf D}\,\frac{K_D^2}{4\pi\kappa_0z}\,e^{-2K_Dz}\,\big[1+O(1/z)\big].
\label{laplace}
\end{equation}

For checkerboard antiferromagnetism on a square lattice of spacing $a$, $\mathbf Q_{1,2}=(\pi/a)(1,\pm1)$ and $\mathbf G=\mathbf Q_1+\mathbf Q_2$. At $n_1\mathbf Q_1+n_2\mathbf Q_2$, charge requires even $n_1+n_2$, magnetization odd. Then
\begin{equation}
\frac{m_Q(z)}{n_G(z)}\to\frac{A_Q}{A_G}\,\frac{K_Q^2}{K_G^2}\,e^{2(K_G-K_Q)z},
\label{ratio}
\end{equation}
and the top–hollow and up–down height differences, with $\theta$ between tip and sample axes, are
\begin{equation}
\Delta z_{\rm chem}=\frac{8\,n_G}{|dn_0/dz|},\qquad \Delta z_{\rm mag}=\frac{8\,P_T\cos\theta\;m_Q}{|dn_0/dz|}.
\label{corr}
\end{equation}

\section*{(h) A surface that can be solved exactly}

\emph{Problem.} Take a constant potential $-V_0$ for $z<0$, with $V_0=E_F+\phi$, vacuum for $z>0$, and a sheet $W(\mathbf x)\delta(z)$ with
\begin{equation}
W(\mathbf x)=2W_1(\cos Gx+\cos Gy)+2J\,\mathbf e\cdot\boldsymbol\sigma\,(\cos\mathbf Q_1\!\cdot\!\mathbf x+\cos\mathbf Q_2\!\cdot\!\mathbf x).
\end{equation}
Find $A(\mathbf q',\mathbf q)$ at $E=-\phi$.

\emph{Solution.} The sum over states is the operator $\delta(E-H)$. With $\mathcal G=(E+i0-H)^{-1}$ and $1/(y+i0)=\mathrm P(1/y)-i\pi\delta(y)$, one has $\mathcal G-\mathcal G^\dagger=-2\pi i\,\delta(E-H)$, so $\delta(E-H)=(i/2\pi)(\mathcal G-\mathcal G^\dagger)$. By its definition in \eqref{rhoD}, $A$ is the matrix of this operator between lateral plane waves at $z=z'=0$, where the wave functions are continuous. Since $2\cos y=e^{iy}+e^{-iy}$, the matrix $W$ has the element $W_1$ between plane waves that differ by a vector of the $\mathbf G$ star and $J\,\mathbf e\cdot\boldsymbol\sigma$ between those that differ by a vector of the $\mathbf Q$ star.

For a source at $z'=0$ the equation is $[E+\tfrac12\partial_z^2-\tfrac12q^2-V(z)-W\delta(z)]\mathcal G=\delta(z)$. Above the sheet each row decays as $e^{-\kappa z}$. Below it each row is an outgoing wave $e^{-ik z}$ with $k(\mathbf q)=\sqrt{k_F^2-q^2}$ and $k_F^2=2(E+V_0)=2E_F$; for $q>k_F$ the root is $k=ip$ with $p>0$, and $e^{-ikz}=e^{pz}$ decays downwards. Integration of the equation across $z=0$ gives $\tfrac12[\mathcal G'(0^+)-\mathcal G'(0^-)]-W\mathcal G=1$. With $\mathcal G'(0^+)=-\kappa\mathcal G$ and $\mathcal G'(0^-)=-ik\mathcal G$, where $\kappa$ and $k$ are diagonal matrices,
\begin{equation}
\mathcal G(0,0)=-N^{-1},\qquad N=\tfrac12(\kappa-ik)+W,\qquad A=\frac{i}{2\pi}\big(\mathcal G-\mathcal G^\dagger\big).
\label{model}
\end{equation}
For spin along or against $\mathbf e$ the problem separates into two scalar ones with $J\to\pm J$. Each has a complex symmetric $N$, and then $A=-\operatorname{Im}\mathcal G/\pi$ element by element. The charge takes $A_\uparrow+A_\downarrow$ and the magnetization $A_\uparrow-A_\downarrow$.

The matrix $N$ is invertible if $4|W_1|+4|J|<\kappa_0/2$. Its Hermitian part is $W$ plus a diagonal matrix with entries $\kappa/2$ for open channels and $(\kappa+p)/2$ for closed ones, all at least $\kappa_0/2$. The norm of $W$ is at most the largest magnitude of $W(\mathbf x)$, which is at most $4|W_1|+4|J|$. The Hermitian part is then positive definite, and $Nv=0$ would give $\operatorname{Re}v^\dagger Nv=0$, which is impossible for $v\ne0$. A state bound to the sheet at this energy would be such a null vector, so there is none, and $A$ has no delta-function terms.

For $W=0$, $\mathcal G=g_{\mathbf q}=-2/(\kappa-ik)=-2(\kappa+ik)/(\kappa^2+k^2)$ in an open channel, and $\kappa^2+k^2=\kappa_0^2+k_F^2=2V_0$, so $A=k/(\pi V_0)$ per spin. Standing waves confirm this. The state $\sqrt{2/L}\sin(kz+\eta)$ in a box of depth $L$ matches $e^{-\kappa z}$ if $k\cot\eta=-\kappa$, so $\sin^2\eta=k^2/(2V_0)$; the density of levels is $L/\pi$ per unit $k$ and the delta function in energy gives $1/k$; the product $(2/L)(k^2/2V_0)(L/\pi)(1/k)$ is $k/(\pi V_0)$. The average density of the bare substrate also tests \eqref{laplace}. With $q\,dq=\kappa\,d\kappa$, $\kappa=\kappa_0+\tau$ and $k^2=k_F^2-2\kappa_0\tau-\tau^2$, one has $\kappa k\approx\kappa_0k_F[1+\tau(1/\kappa_0-\kappa_0/k_F^2)]$, and the integrals $\int e^{-2\tau z}d\tau=1/2z$ and $\int\tau e^{-2\tau z}d\tau=1/4z^2$ give
\begin{equation}
n_0=\frac1{\pi^2V_0}\int\kappa k\,e^{-2\kappa z}d\kappa\approx\frac{\kappa_0k_F}{2\pi^2V_0z}\,e^{-2\kappa_0z}\Big[1+\frac{k_F^2-\kappa_0^2}{2\kappa_0k_F^2\,z}\Big].
\label{jel}
\end{equation}
The prefactor equals $A_0\kappa_0/(4\pi z)$ with $A_0=2k_F/(\pi V_0)$, as \eqref{laplace} requires, and for $k_F>\kappa_0$ the limit is approached from above.

To first order in the sheet, $-(N_0+W)^{-1}=g+gWg$ with $g=-N_0^{-1}$. For two open channels $\operatorname{Im}(g_{\mathbf q'}g_{\mathbf q})=4(\kappa k'+\kappa'k)/(2V_0)^2$. At the saddle point $\kappa=\kappa'=K_D$ and $k=k'=k_D=\sqrt{k_F^2-D^2/4}$, and adding the two spins for the charge, or subtracting them for the magnetization, gives
\begin{equation}
A_G\approx-\frac{4W_1K_Gk_G}{\pi V_0^2},\qquad A_Q\approx-\frac{4JK_Qk_Q}{\pi V_0^2}.
\label{first}
\end{equation}
Attractive coupling, $W_1<0$ and $J<0$, makes both positive: the atoms appear high, and the atom at the origin attracts spins along $\mathbf e$. At this order a saddle point carries weight only if $D/2<k_F$, since for two closed channels both $g$ are real.

\section*{(i) Numbers}

\emph{Problem.} Evaluate the model for the chosen inputs $a=8$ bohr ($423.3$ pm), $\phi=0.10$ Ha ($2.721$ eV), $E_F=0.12$ Ha, $W_1=J=-0.025$ Ha bohr, $P_T=0.4$ and $\theta=0$. These are model inputs and do not describe a particular material.

\emph{Solution.} The basic wave numbers are $\kappa_0=\sqrt{0.20}=0.4472$, $k_F=\sqrt{0.24}=0.4899$, $Q=\sqrt2\pi/8=0.5554$ and $G=2\pi/8=0.7854$, all per bohr, and $V_0=0.22$ Ha. The bound on the sheet is $4(0.025)+4(0.025)=0.20$ Ha bohr, below $\kappa_0/2=0.2236$, so no bound state exists. The saddle points lie at $Q/2=0.2777$ and $G/2=0.3927$, both inside $k_F$, so the conditions of part (e) hold.

The limiting rates follow from \eqref{KD}:
\begin{align}
K_Q&=\sqrt{0.20+0.2777^2}=0.5264, & 2K_Q&=1.0528,\nonumber\\
K_G&=\sqrt{0.20+0.3927^2}=0.5952, & 2K_G&=1.1903,
\end{align}
to be compared with $2\kappa_0=0.8944$ for the average. The corrugations fall asymptotically with $2(K_Q-\kappa_0)=1.0528-0.8944=0.1584$ and $2(K_G-\kappa_0)=1.1903-0.8944=0.2959$ per bohr. The difference is $2(K_G-K_Q)=0.1375$ per bohr, and at this asymptotic rate a retraction of $100$ pm multiplies the ratio of magnetic to chemical signal by $1.297$.

Inversion of $N$ at the saddle points gives $A_0=1.47587$, $A_Q=0.17457$ and $A_G=0.15073$ in units of $1/(\text{Ha bohr})$. Equal couplings do not give equal amplitudes, as \eqref{first} already shows through the factor $K_Dk_D$, but the two differ only by the ratio $0.17457/0.15073=1.16$. The ratio of the integrated components at the surface itself, $m_Q/n_G$ at $z=0$, is somewhat larger, about $1.4$, but still far below the value $5.4$ found at $z=10$ bohr, so most of the disparity at tip height is produced on the way through the vacuum. Integration of \eqref{rhoD} over the zone on a $56\times56$ mesh gives the values below, in $1/(\text{Ha bohr}^3)$. Because $A$ has square-root edges at $k_F$, they are converged to a few parts in $10^4$, and the last digits are kept only so that the arithmetic can be followed.
\begin{center}
\begin{tabular}{ccccc}
$z$ (bohr) & $n_0$ & $m_Q$ & $n_G$ & $m_Q/n_G$\\
6 & $3.5758\times10^{-5}$ & $1.7592\times10^{-6}$ & $5.4570\times10^{-7}$ & 3.224\\
10 & $6.6126\times10^{-7}$ & $1.8500\times10^{-8}$ & $3.4003\times10^{-9}$ & 5.441\\
14 & $1.3548\times10^{-8}$ & $2.1190\times10^{-10}$ & $2.3143\times10^{-11}$ & 9.156
\end{tabular}
\end{center}
The local rates of $n_0$, $m_Q$ and $n_G$ are $1.0143$, $1.1545$, $1.2865$ at $z=6$; $0.9830$, $1.1260$, $1.2562$ at $z=10$; and $0.9624$, $1.1100$, $1.2403$ at $z=14$. All lie above the limiting values $2K_D$ and are ordered by wavelength. The difference between the chemical and magnetic rates is $1.2562-1.1260=0.130$ at $z=10$, close to the asymptotic $0.1375$.

The amplitudes are further from the asymptotic form \eqref{laplace} than the rates, which at $z=10$ lie within three percent of $2K_D+1/z$. At $z=10$, formula \eqref{laplace} with the numbers above gives
\begin{align}
n_0&\approx1.47587\cdot\frac{0.4472}{40\pi}\,e^{-8.944}=6.9\times10^{-7},\nonumber\\
m_Q&\approx0.17457\cdot\frac{0.5264^2}{40\pi\cdot0.4472}\,e^{-10.528}=2.3\times10^{-8},\nonumber\\
n_G&\approx0.15073\cdot\frac{0.5952^2}{40\pi\cdot0.4472}\,e^{-11.903}=6.4\times10^{-9}.
\end{align}
The exact values are $0.96$, $0.80$ and $0.53$ of these. The cause is the edge of the substrate band. The Gaussian width along $\mathbf G$ at this height is $\sqrt{0.5952^3/(2\cdot0.20\cdot10)}=0.23$ per bohr, whereas the saddle point lies only $0.4899-0.3927=0.097$ inside $k_F$. Over much of the Gaussian one of the two interfering waves is evanescent in the substrate. The first-order expression of part (h) shows the effect on $A$: for a closed channel $g_{\mathbf q'}=-2/(\kappa'+p')$ is real, so $\operatorname{Im}(g_{\mathbf q'}g_{\mathbf q})=4k/[2V_0(\kappa'+p')]$. One width away from the saddle along $\mathbf G$, the two wave numbers are $0.163$ and $0.623$, giving $k=0.462$, $\kappa'=0.767$ and $p'=0.384$, and this expression is $3.65$, about half the saddle value $8K_Gk_G/(2V_0)^2=7.2$. The $\mathbf Q$ saddle lies $0.4899-0.2777=0.212$ inside the edge and suffers less. The magnetic pattern thus gains twice in this model, once from the smaller exponent and once from the larger supply of states near its saddle point, and \eqref{ratio} underestimates the ratio at real heights. The same effect explains why the local rates at $z=10$ lie below $2K_D+1/z$, which is $0.9944$, $1.1528$ and $1.2903$: if $r(z)$ is the ratio of exact to asymptotic value, the rate is $2K_D+1/z-r'/r$, and $r$ is still rising.

How soon the asymptotic form is recovered depends on the component: $n_0$ is within four percent of it already at $z=10$ bohr, $m_Q$ approaches it over a few tens of bohr, and $n_G$ reaches it only at heights far beyond any experiment. The ratio $r$ at $z=400$ and $800$ bohr is $1.0008$ and $1.0004$ for $n_0$, $0.9993$ and $0.9997$ for $m_Q$, and $0.9811$ and $0.9920$ for $n_G$. For $n_0$ the deviation halves with doubled height and is positive, the sign that \eqref{jel} gives for the bare substrate with $k_F>\kappa_0$; since $r=0.96$ at $z=10$, this ratio passes through one and settles from above. For $n_G$ the deviations $0.0189$ and $0.0080$ do not halve but fall by a factor of about $2.4$, so terms beyond $1/z$ are still visible even there, and the extrapolation $2(0.9920)-0.9811=1.003$ reaches one within that remainder. At $z=800$ the local rates minus $1/z$ are $0.8944$, $1.0528$ and $1.1903$, equal to $2K_D$ in all printed digits. When the exchange term is given the atomic period instead, by moving $\pm J$ to the $\mathbf G$ star, the component $m_G$ has rate minus $1/z$ equal to $1.1903$, the same as the charge.

At $z=10$ bohr ($529.2$ pm) the slope of the average is its local rate times its value, $0.9830\times6.6126\times10^{-7}=6.500\times10^{-7}$ in $1/(\text{Ha bohr}^4)$, and the mean conductance per unit $n_T$ is $4\pi^3\times6.6126\times10^{-7}=8.2013\times10^{-5}$ in atomic units. Equation \eqref{corr} gives
\begin{align}
\Delta z_{\rm chem}&=\frac{8\times3.4003\times10^{-9}}{6.5003\times10^{-7}}=0.0418\ \text{bohr}=2.21\ \text{pm},\nonumber\\
\Delta z_{\rm mag}&=\frac{8\times0.4\times1.8500\times10^{-8}}{6.5003\times10^{-7}}=0.0911\ \text{bohr}=4.82\ \text{pm}.
\end{align}
Their ratio is $0.4\times5.441=2.176$. In this model and at this height, an s-wave tip that is only $40$ percent polarized sees the checkerboard more than twice as strongly as it sees the atoms; a tip with $p$ or $d$ states at the apex probes derivatives of the sample wave function and gives a different ratio. Solving the constant-current condition without linearization, with the next star of each kind included, gives $2.21$ pm and $4.69$ pm. The chemical value is unchanged because the top and hollow sites deviate symmetrically from the mean, and second-order terms cancel in the difference. The magnetic value is lower because both atoms are chemical maxima: the tip rides about half of $0.0418$ bohr higher there, and $m_Q$ is reduced by the factor $1-1.1260\times0.0209=0.976$, which takes $4.82$ pm to about $4.7$ pm. The slope that converts signal into height changes at the same order, but its two changes nearly cancel: at the raised position the slope of $n_0$ is smaller by the fraction $0.9830\times0.0209=0.021$, while the chemical term $4n_G$ adds the fraction $4\times1.2562\times3.4003\times10^{-9}/(6.5003\times10^{-7})=0.026$, a net increase of about half a percent.

\section*{The numerical check}

The numerical check below evaluates the surface integral \eqref{bardeen} by quadrature on two different planes, for random tip spinors and random superpositions of evanescent waves, and compares it with \eqref{Ms}; the sum of the squared quadrature results is then compared with $2\pi^2(n_Tn_S+\mathbf m_T\cdot\mathbf m_S)$. It locates the minimum of $f$ by a numerical search and obtains the curvatures in \eqref{curv} by finite differences, and it confirms by enumeration that the two shortest vectors of a random Bloch state differ by a vector of the $\mathbf Q$ star. The solution \eqref{model}, together with the factors $e^{-\kappa z}$, is compared with the Green function of the spinor Hamiltonian discretized on a grid in $z$, with a tilted spin axis; the relative difference is $9.1\times10^{-6}$. The zone integration is tested against a one-dimensional quadrature for the bare substrate. The program further tests the selection rule, the convergence of the saddle amplitudes in the number of plane waves, the limit \eqref{laplace} in amplitude and in rate, the case of exchange with the atomic period, and the linear formulas \eqref{corr} against root finding.

\section*{Computed values}
\begin{verbatim}
a = 8.0 bohr = 423.3 pm; phi = 0.1 Ha = 2.721 eV
E_F = 0.12 Ha; V0 = 0.22 Ha; W1 = -0.025, J = -0.025 Ha bohr; P_T = 0.4
kappa0 = 0.4472, kappa0/2 = 0.2236, k_F = 0.4899 1/bohr
|Q| = 0.5554, |G| = 0.7854 1/bohr; bound on |W| = 0.20 Ha bohr
|Q|/2 = 0.2777, |G|/2 = 0.3927 1/bohr
finite-difference relative error = 9.1e-06
n_0: K = 0.4472, 2K = 0.8944 1/bohr, saddle A = 1.47587 1/(Ha bohr)
n_0: exact/Laplace z=400: 1.0008, z=800: 1.0004; rate-1/z = 0.8944 1/bohr
m_Q: K = 0.5264, 2K = 1.0528 1/bohr, saddle A = 0.17457 1/(Ha bohr)
m_Q: exact/Laplace z=400: 0.9993, z=800: 0.9997; rate-1/z = 1.0528 1/bohr
n_G: K = 0.5952, 2K = 1.1903 1/bohr, saddle A = 0.15073 1/(Ha bohr)
n_G: exact/Laplace z=400: 0.9811, z=800: 0.9920; rate-1/z = 1.1903 1/bohr
2(K_G-K_Q) = 0.1375 1/bohr; gain per 100 pm = 1.297
2(K_Q-kappa0) = 0.1584, 2(K_G-kappa0) = 0.2959 1/bohr
z=6 bohr: n_0 = 3.5758e-05, m_Q = 1.7592e-06, n_G = 5.4570e-07 1/(Ha bohr^3)
z=6 bohr: m_Q/n_G = 3.224; local rates 1.0143 1.1545 1.2865 1/bohr
z=10 bohr: n_0 = 6.6126e-07, m_Q = 1.8500e-08, n_G = 3.4003e-09 1/(Ha bohr^3)
z=10 bohr: m_Q/n_G = 5.441; local rates 0.9830 1.1260 1.2562 1/bohr
z=14 bohr: n_0 = 1.3548e-08, m_Q = 2.1190e-10, n_G = 2.3143e-11 1/(Ha bohr^3)
z=14 bohr: m_Q/n_G = 9.156; local rates 0.9624 1.1100 1.2403 1/bohr
ferromagnet: rate-1/z of m_G at z=800 = 1.1903 1/bohr
z=10 bohr = 529.2 pm: |dn_0/dz| = 6.5003e-07 1/(Ha bohr^4)
mean dI/dV per n_T = 4 pi^3 n_0 = 8.2013e-05 a.u.
dz_chem linear = 0.0418 bohr = 2.21 pm; root = 2.21 pm
dz_mag linear = 0.0911 bohr = 4.82 pm; root = 4.69 pm
dz_mag/dz_chem (linear) = 2.176
\end{verbatim}
